# The 2p⁵3d J = 1 strengths from LS to jj coupling

## Problem

An ion with ground state $2p^6\,{}^1S_0$ absorbs a photon and goes to $2p^53d$. Its three odd $J=1$ levels are called 3E, 3D and 3C in order of rising energy. The line 3D must not be confused with the term $^3D$. Let $w_E,w_D,w_C$ be their shares of the total dipole line strength.

Assume a single configuration, common nonrelativistic orbitals, and one-body spin-orbit coupling with constants $\zeta_p,\zeta_d$. The Slater integrals $F_2,G_1,G_3$ refer to the pair $2p,3d$ and are not divided by any conventional denominators. Hartree atomic units are used.

1. Find the $3\times3$ energy matrix in the basis $(^1P,{}^3P,{}^3D)$, measured from the average of the 60 states.
2. Find the line strength of each level.
3. Find $L_3/L_2\equiv(w_E+w_D)/w_C$ and $3C/3D\equiv w_C/w_D$ in the LS and jj limits, and the first departure of $L_3/L_2$ from its jj value.
4. Evaluate the case of neon-like Cr$^{14+}$ and explain its ratios.

For part 4, a Hartree-Fock core with $3d$ in the frozen, averaged field of $2p^5$ gives $F_2=0.5058$, $G_1=0.4578$, $G_3=0.2632$ and a configuration-average excitation energy of 24.171 hartree. The radial dipole integral is $R=\int P_{2p}\,r\,P_{3d}\,dr=0.2183$ bohr. The direct field of the nine electrons $1s^22s^22p^5$ gives $\zeta_p=0.2123$ and $\zeta_d=0.00537$ hartree.

## Hints

- Treat the excited state as a hole with $l_1=1$ and an electron with $l_2=2$. Which terms can the exchange interaction reach?
- The operator $\mathbf l_1\cdot\mathbf s_1$ has just two eigenvalues, so its square is a linear function of itself.
- In the jj limit, use the mean values of $\mathbf l_1\cdot\mathbf s_1$ and $\mathbf l_2\cdot\mathbf s_2$ in $^1P$.

## Solution

### 1. The energy matrix

For excitations $i\to a$ and $j\to b$, the two-electron coupling is
$$(ai|jb)\,\delta_{\sigma_a\sigma_i}\delta_{\sigma_b\sigma_j}-(ab|ji)\,\delta_{\sigma_a\sigma_b}\delta_{\sigma_i\sigma_j}.$$

**Direct part.** This is minus the interaction of a $p$ and a $d$ electron. Its monopole part is common to all states. Write the quadrupole energy of the electron pair as $f_LF_2$. The diagonal values of $C_{20}$ are $2/5,-1/5$ for $p$ with $|m|=0,1$, and $2/7,1/7,-2/7$ for $d$ with $|m|=0,1,2$. Traces at fixed $M$ give
$$\begin{aligned}
M=3:&\quad f_F=\tfrac{2}{35},\\
M=2:&\quad f_F+f_D=-\tfrac1{35}-\tfrac4{35}=-\tfrac5{35},\\
M=1:&\quad f_F+f_D+f_P=-\tfrac2{35}+\tfrac2{35}+\tfrac2{35}=\tfrac2{35}.
\end{aligned}$$
Hence $f_D=-1/5$ and $f_P=1/5$. The hole reverses the sign: $P$ terms receive $-F_2/5$ and $D$ terms $+F_2/5$. The average vanishes, since $3(7)+5(-7)+7(2)=0$.

**Exchange part.** The spin factor projects on $\sum_\sigma|\sigma\sigma\rangle$, which is $\sqrt2$ times the normalised singlet. Triplets therefore receive nothing and singlets a factor 2. The multipole expansion turns the spatial factor into
$$\sum_kG_k\sum_q|v_{kq}\rangle\langle v_{kq}|,\qquad v_{kq}(a,i)=\langle a|C_{kq}|i\rangle .$$
Each $v_{kq}$ has $L=k$ and a squared norm $N_k$ independent of $q$. The addition theorem gives
$$(2k+1)N_k=\frac{15}{2}\int_{-1}^{1}P_1P_2P_k\,dx,\qquad P_1P_2=\frac{2P_1+3P_3}{5},$$
so $3N_1=2$ and $7N_3=9/7$. Thus $^1P$ rises by $2N_1G_1=4G_1/3$, and $^1F$ by $2N_3G_3=18G_3/49$. The average over 60 states is
$$\frac{3(4G_1/3)+7(18G_3/49)}{60}=\frac{G_1}{15}+\frac{3G_3}{70},$$
which must be subtracted from every term.

**Spin-orbit part.** A closed shell has no spin-orbit energy, so a missing electron contributes with a minus sign. Reversing both $\mathbf l$ and $\mathbf s$ to describe the hole leaves their product unchanged. With $x=\mathbf l_1\cdot\mathbf s_1$ and $y=\mathbf l_2\cdot\mathbf s_2$,
$$H_{so}=-\zeta_px+\zeta_dy .$$

Within a term, $\mathbf l_i$ acts as $g_i\mathbf L$, where
$$g_1=\frac{L(L+1)+2-6}{2L(L+1)},\qquad g_2=1-g_1 .$$
For $P$, $(g_1,g_2)=(-\tfrac12,\tfrac32)$; for $D$, $(\tfrac16,\tfrac56)$. In a triplet each spin acts as $\mathbf S/2$, and for $J=1$ one has $\mathbf L\cdot\mathbf S=-1$ in $^3P$ and $-3$ in $^3D$. The diagonal elements, in basis order, are therefore
$$x:\ 0,\tfrac14,-\tfrac14;\qquad y:\ 0,-\tfrac34,-\tfrac54 .$$

Let $a,b,c$ be the elements of $x$ for $^1P$–$^3P$, $^1P$–$^3D$ and $^3P$–$^3D$. The eigenvalues of $x$ are $\tfrac12$ and $-1$, so $x^2=\tfrac12-\tfrac12x$. Its diagonal elements give
$$a^2+b^2=\tfrac12,\quad a^2+c^2=\tfrac12-\tfrac18-\tfrac1{16}=\tfrac5{16},\quad b^2+c^2=\tfrac12+\tfrac18-\tfrac1{16}=\tfrac9{16}.$$
Hence $a^2=1/8$, $b^2=3/8$, $c^2=3/16$. The $^1P$–$^3P$ element of the same identity reads $a/4+bc=-a/2$, so $bc=-3a/4$. Choosing the basis phases so that $a,b>0$ makes $c=-\sqrt3/4$.

The elements of $y$ follow from those of $x$:

- Total $\mathbf S$ cannot connect singlet to triplet, so there $\mathbf s_2$ acts as $-\mathbf s_1$.
- Total $\mathbf L$ cannot connect $P$ to $D$, so there $\mathbf l_2$ acts as $-\mathbf l_1$.
- Between the two $P$ terms, $\mathbf l_2$ acts as $-3\mathbf l_1$.

The three elements of $y$ are thus $3a$, $b$ and $-c$. With $\bar E=-G_1/15-3G_3/70$, the matrix is
$$\begin{aligned}
H_{11}&=\bar E-\tfrac15F_2+\tfrac43G_1, & H_{12}&=\frac{3\zeta_d-\zeta_p}{2\sqrt2},\\
H_{22}&=\bar E-\tfrac15F_2-\tfrac14\zeta_p-\tfrac34\zeta_d, & H_{13}&=\frac{\sqrt6}{4}(\zeta_d-\zeta_p),\\
H_{33}&=\bar E+\tfrac15F_2+\tfrac14\zeta_p-\tfrac54\zeta_d, & H_{23}&=\frac{\sqrt3}{4}(\zeta_p+\zeta_d).
\end{aligned}$$
$G_3$ shifts all three levels together and does not affect their strengths.

### 2. The strengths

The dipole operator conserves spin and has rank one, so from $^1S$ it reaches $^1P$ alone. The amplitude for one component is $\sqrt2\sqrt{N_1}R$. Its square is $4R^2/3$, and three components give $4R^2$. If $w_k$ is the $^1P$ weight of level $k$, then
$$S_k=4R^2w_k,\qquad f_k=\tfrac23\omega_kS_k=\tfrac83\omega_kR^2w_k .$$
Completeness gives $\sum_kw_k=1$ and $\sum_kw_kE_k=H_{11}$. Since $H_{11}$ contains no $\zeta$, spin-orbit coupling redistributes strength without moving its centroid.

### 3. The limits

**LS limit.** For $F_2>0$ and $4G_1/3>2F_2/5$, the order is $^3P,{}^3D,{}^1P$. First-order mixing gives
$$w_D\simeq\frac{3(\zeta_p-\zeta_d)^2/8}{(4G_1/3-2F_2/5)^2},\qquad w_E\simeq\frac{(\zeta_p-3\zeta_d)^2/8}{(4G_1/3)^2}.$$
As both constants vanish in fixed proportion, with $\zeta_p\ne\zeta_d$, $L_3/L_2\to0$ and $3C/3D\to\infty$.

**jj limit.** In $^1P$ the mean of $x$ is zero. If $p_{1/2}$ has probability $u$, then $\tfrac12(1-u)-u=0$ and $u=1/3$. The mean of $y$ is also zero; with probability $v$ for $d_{5/2}$, $v-\tfrac32(1-v)=0$ and $v=3/5$. A $p_{1/2}$ hole and a $d_{5/2}$ electron cannot form $J=1$. The strengths are therefore
$$p_{3/2}d_{5/2}:\tfrac35,\qquad p_{1/2}d_{3/2}:\tfrac13,\qquad p_{3/2}d_{3/2}:\tfrac23-\tfrac35=\tfrac1{15}.$$
For positive $\zeta_d\ll\zeta_p$ these belong to 3D, 3C and 3E. Then $L_3/L_2=2$, the statistical value, and $3C/3D=5/9$.

**First departure.** Set $\zeta_d=0$ and let $|t\rangle$ be the $p_{1/2}$ state. Its projector is $(1-2x)/3$, whose diagonal gives $t_1^2=1/3$ and $t_3^2=1/2$. Apart from a constant, the Coulomb matrix is
$$V=\tfrac43G_1|{}^1P\rangle\langle{}^1P|+\tfrac25F_2|{}^3D\rangle\langle{}^3D|.$$
Both $L_3$ states lie $3\zeta_p/2$ below $|t\rangle$. Summing over them with $Q=1-|t\rangle\langle t|$, the $^1P$ amplitude of 3C becomes
$$t_1+\frac{\langle{}^1P|QV|t\rangle}{3\zeta_p/2}
=t_1\left[1+\frac{2}{3\zeta_p}\left(\tfrac43G_1-\tfrac49G_1-\tfrac15F_2\right)\right].$$
Squaring to first order,
$$w_C\simeq\tfrac13(1+\delta),\qquad \delta=\frac{4}{3\zeta_p}\left(\tfrac89G_1-\tfrac15F_2\right).$$
Since $L_3/L_2=1/w_C-1$,
$$\frac{L_3}{L_2}\simeq2-\frac4{\zeta_p}\left(\frac{8G_1}{9}-\frac{F_2}{5}\right).$$
Exchange moves strength to $L_2$; the direct quadrupole interaction opposes it. This coefficient is for $\zeta_d\ll\zeta_p$. If both constants grow in fixed proportion, it depends on $\zeta_d/\zeta_p$; at the Cr$^{14+}$ ratio of 0.025 its magnitude is about 4% larger.

### 4. Neon-like Cr$^{14+}$

Inserting the integrals gives, in hartree,
$$H=\begin{pmatrix}0.4675&-0.0694&-0.1267\\-0.0694&-0.2001&0.0943\\-0.1267&0.0943&0.1057\end{pmatrix}.$$
Diagonalisation gives:

| Line | Excitation (hartree) | $w$ | $f$ |
|---|---:|---:|---:|
| 3E | 23.942 | 0.0025 | 0.008 |
| 3D | 24.252 | 0.1156 | 0.356 |
| 3C | 24.691 | 0.8819 | 2.767 |

The excitation energies correspond to 651.5, 659.9 and 671.9 eV. The line-strength ratios are
$$\frac{L_3}{L_2}=\frac{0.0025+0.1156}{0.8819}=0.134,\qquad\frac{3C}{3D}=\frac{0.8819}{0.1156}=7.63 .$$
The factor $\omega$ raises the second ratio to 7.77 for oscillator strengths. The last digit depends on the orbital basis. A better-converged basis raises $\zeta_p$ by about 0.0001 hartree, which lowers these two ratios by about 0.01, to 7.62 and 7.76, and raises $f$ of 3D to 0.357. The energies and $L_3/L_2$ are unchanged to the digits shown.

Both ratios reflect interference. In the order $p_{3/2}d_{3/2}$, $p_{3/2}d_{5/2}$, $p_{1/2}d_{3/2}$, the contributions to the $^1P$ amplitude are
$$\begin{aligned}
\text{3C}:&\quad0.0357+0.4298+0.4737\approx0.939,\\
\text{3D}:&\quad0.130+0.522-0.312=0.340 .
\end{aligned}$$
They add in 3C and partly cancel in 3D. Since 3C is only 67% $p_{1/2}d_{3/2}$, the quantity called $L_3/L_2$ is here a ratio of level groups, not of clean edges.

Neither expansion is quantitative at this point. The LS estimate gives $3C/3D\simeq1/0.0964=10.4$ instead of 7.63. Several omitted terms are of similar size. The $^3P$–$^3D$ coupling of 0.094 is not small beside their separation of 0.306 hartree: diagonalising the matrix with $H_{23}=0$ gives 10.8. Removing only the diagonal spin-orbit shifts gives 8.6, and removing both gives 13.7, so the closeness of 10.8 to 10.4 is partly a cancellation against higher orders in $H_{13}$ and $H_{12}$. Through that coupling, level 3D reaches $^1P$ by a second path, $H_{12}H_{23}/(H_{33}-H_{22})=-0.021$. This has the same sign as $H_{13}=-0.127$ and so strengthens 3D. Closing this path by setting $H_{12}=0$ gives 9.6, so it carries only part of the effect of $H_{23}$. The jj formula gives $L_3/L_2=-3.8$, which is impossible for a ratio of strengths.

Multiplying both spin-orbit constants by a common factor, at fixed Slater integrals, follows the change of coupling:

| Factor | $L_3/L_2$ | $3C/3D$ |
|---:|---:|---:|
| 0.1 | 0.001 | 969 |
| 1 | 0.134 | 7.63 |
| 10 | 1.474 | 0.678 |
| 100 | 1.941 | 0.542 |
| 100000 | 2.000 | 0.556 |

This is a path through the model, not a sequence of real ions. The ratio $3C/3D$ falls below $5/9$ before returning to it, which the first variation explains.

The matrix and strengths were tested at three spin-orbit strengths against a diagonalisation of all 60 states built from explicit two-electron and dipole integrals. That test checks the algebra within the model. Configuration interaction, orbital relaxation, two-body magnetic terms and relativistic changes of the orbitals are omitted, so these ratios are not predictions of measured ones.

## Variation 1: a large $\zeta_p$ with $\zeta_d=0$

**Does $3C/3D$ reach $5/9$?** The $p_{1/2}$ state separates with $w_C=1/3$, but the two $L_3$ states remain degenerate until $V$ mixes them. Choose one combination $|n\rangle$ without $^1P$ character. Orthogonality to $|t\rangle$, with $t_2^2=1/6$ and $t_3^2=1/2$, gives it a $^3D$ weight of $1/4$. The other combination, $|b\rangle$, has $^1P$ weight $2/3$ and $^3D$ weight $1-\tfrac12-\tfrac14=\tfrac14$. Therefore
$$V_{bb}=\tfrac89G_1+\tfrac1{10}F_2,\quad V_{nn}=\tfrac1{10}F_2,\quad |V_{bn}|=\tfrac1{10}F_2,$$
and the mixing angle obeys
$$\tan2\theta=\frac{2(F_2/10)}{8G_1/9}=\frac{9F_2}{40G_1}=0.249 .$$
Then $w_E=\tfrac23\sin^2\theta=0.0098$, $w_D=0.6568$ and $3C/3D=0.5075$. As long as $\zeta_d\ll\zeta_p$, a large $\zeta_p$ secures $L_3/L_2=2$; the value $5/9$ also requires the $d$ splitting, $5\zeta_d/2$, to be much larger than the Coulomb terms that mix the two $L_3$ states.

## Variation 2: no exchange

**Set $G_1=0$ and $\zeta_d=0$, with $F_2>0$, and let $\zeta_p\to0$. Where is the strength?** Now $^1P$ and $^3P$ are degenerate, so their mixing stays finite however weak the spin-orbit coupling is. In units of $\zeta_p$ their block is
$$\begin{pmatrix}0&-1/(2\sqrt2)\\-1/(2\sqrt2)&-1/4\end{pmatrix},\qquad \lambda^2+\tfrac14\lambda-\tfrac18=0,$$
so $\lambda=\tfrac14$ or $-\tfrac12$. The $^1P$ weight is $(1/8)/(1/8+\lambda^2)$, which gives $2/3$ and $1/3$. The upper level, $^3D$, has none: $L_3/L_2\to\infty$ and $3C/3D\to0$.

At the actual Cr$^{14+}$ spin-orbit constants, removing $G_1$ alone gives $L_3/L_2=5.58$ and $3C/3D=0.26$. Removing $F_2$ alone gives 0.070 and 14.3. In this model, exchange is what makes 3C dominant, and the direct quadrupole term weakens that dominance. The remaining values are in the numerical output.

## Calculated quantities

```
Neon-like Cr14+, Hartree-Fock core, frozen-core 3d
core energy = -957.2319 hartree; energy/kinetic = -1.0000221
eps(2p) = -37.24727, eps(3d) = -13.07640 hartree
configuration-average excitation = 24.17087 hartree
F2 = 0.50580, G1 = 0.45784, G3 = 0.26319 hartree
zeta_p = 0.21230, zeta_d = 0.005370 hartree; ratio d/p = 0.02530
radial dipole R = 0.21830 bohr; total strength 4R^2 = 0.19062 bohr^2
LS gaps: 1P-3P = 0.61045, 1P-3D = 0.40813 hartree
3x3 matrix from average, order 1P 3P 3D, hartree:
    0.46749   -0.06936   -0.12672
   -0.06936   -0.20007    0.09426
   -0.12672    0.09426    0.10572
3E: E-average = -0.22840 hartree, excitation = 23.94247 hartree = 651.51 eV
   weights 1P 3P 3D = [0.00251 0.93322 0.06427], f = 0.00765
3D: E-average = 0.08150 hartree, excitation = 24.25237 hartree = 659.94 eV
   weights 1P 3P 3D = [0.11555 0.04936 0.83509], f = 0.35613
3C: E-average = 0.52005 hartree, excitation = 24.69092 hartree = 671.87 eV
   weights 1P 3P 3D = [0.88193 0.01742 0.10065], f = 2.76719
strength centroid (60 states, zeta x20) = 24.63836 hartree
1P diagonal energy = 24.63836 hartree
line strengths: L3/L2 = 0.13387, 3C/3D = 7.6322
oscillator strengths: L3/L2 = 0.13146, 3C/3D = 7.7702
jj parts of the 1P amplitude: p3/2 d3/2, p3/2 d5/2, p1/2 d3/2, sum
   3E: -0.22021, 0.37783, -0.10749, 0.05013; jj weights [0.7274 0.2379 0.0347]
   3D: 0.13000, 0.52206, -0.31212, 0.33993; jj weights [0.2535 0.4542 0.2923]
   3C: 0.03569, 0.42976, 0.47366, 0.93911; jj weights [0.0191 0.3078 0.6731]
both zetas scaled: factor; w(3E), w(3D), w(3C); L3/L2; 3C/3D
        0.1; 0.00011, 0.00103, 0.99886; 0.00114; 969.2131
        0.3; 0.00067, 0.01021, 0.98913; 0.01099; 96.9180
          1; 0.00251, 0.11555, 0.88193; 0.13387; 7.6322
          3; 0.00295, 0.41468, 0.58237; 0.71712; 1.4044
         10; 0.00012, 0.59573, 0.40415; 1.47435; 0.6784
        100; 0.03243, 0.62751, 0.34006; 1.94065; 0.5419
       1000; 0.06200, 0.60400, 0.33400; 1.99399; 0.5530
     100000; 0.06662, 0.60004, 0.33334; 1.99994; 0.5555
jj limit weights = [0.06667 0.6     0.33333]; L3/L2 = 2.0000; 3C/3D = 0.5556
zeta_p = 10000 hartree, zeta_d = 0: weights = [0.00984 0.65681 0.33335], 3C/3D = 0.5075
one cause removed at the Cr14+ values: w(3E), w(3D), w(3C); L3/L2; 3C/3D
   G1=0: 0.26960, 0.57848, 0.15192; 5.58225; 0.2626
   F2=0: 0.00006, 0.06522, 0.93472; 0.06984; 14.3309
   zeta_d=0: 0.00356, 0.12232, 0.87412; 0.14401; 7.1465
LS estimate: w(3P) = 0.01291, w(3D) = 0.09640, 3C/3D = 1/w(3D) = 10.3732
first-order jj estimate at Cr14+: L3/L2 = -3.7617
same estimate at 100 zeta_p: L3/L2 = 1.94238
```
